# Does a hybrid functional fitted to the gap fix band edges?

## The argument under review

The argument concerns a gate oxide whose semilocal gap is too small. A fraction $\alpha$ of short-range semilocal exchange is replaced by short-range Fock exchange, and $\alpha$ is raised until the computed gap equals the measured one. The argument then infers that, since the gap error came from the two band edges and the gap is now right, both edges are right and the barriers to silicon can be read off.

The last inference is the one in doubt. With valence edge $E_v$ and conduction edge $E_c$, the fit imposes one condition, on $E_c-E_v$. Adding the same energy to both edges leaves that condition satisfied. An author could reply that a hybrid functional does not permit such a free shift, because the same operator acts on both edges. That reply deserves a calculation. If the inverse screening length $\omega$ is changed and $\alpha$ is refitted to the same gap, do the edges return to the same energies?

## The operator and the energy reference

Formulas are in Hartree atomic units. The Coulomb interaction is divided as
$$\frac1r=\frac{\operatorname{erfc}(\omega r)}{r}+\frac{\operatorname{erf}(\omega r)}{r},$$
and the first, short-range part is treated by the hybrid:
$$h(\alpha,\omega)=h_0+\alpha\,[K(\omega)-v(\omega)].$$
Here $h_0$ is the semilocal Hamiltonian, $K$ the short-range Fock operator and $v$ the short-range local-density exchange potential. The system is a closed-shell insulator without spin-orbit coupling.

An edge energy needs a reference. I first hold the charge density, and the occupied orbitals that build $K$, at their semilocal values. The electrostatic potential is then the same for every $(\alpha,\omega)$, including any step at a surface or interface, so differences between edge energies are meaningful. The numbers below are measured from the cell average of the starting potential. They are not ionization energies.

The potential $v$ follows from the uniform gas. Adding an electron at the Fermi surface changes the exchange energy by the Fock self-energy at the Fermi wave vector $k_F=(3\pi^2n)^{1/3}$: the factor $\tfrac12$ in the pair sum is cancelled because the added electron can be either member of a pair. Hence
$$v=-\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{Q^2}\left(1-e^{-Q^2/4\omega^2}\right),\qquad \mathbf Q=\mathbf k-\mathbf k_F .$$
In the variable $\mathbf Q$ the Fermi sphere passes through the origin. At given $Q\le 2k_F$ it covers the solid angle $2\pi(1-Q/2k_F)$. The factor $Q^2$ of the volume element cancels the denominator, leaving
$$v=-\frac1\pi\int_0^{2k_F}\left(1-\frac{Q}{2k_F}\right)\left(1-e^{-Q^2/4\omega^2}\right)dQ .$$
The part without the exponential gives $2k_F-k_F=k_F$. The other two integrals are
$$\int_0^{2k_F}e^{-Q^2/4\omega^2}dQ=\omega\sqrt\pi\,\operatorname{erf}\frac{k_F}{\omega},\qquad
\int_0^{2k_F}\frac{Q}{2k_F}e^{-Q^2/4\omega^2}dQ=\frac{\omega^2}{k_F}\left(1-e^{-k_F^2/\omega^2}\right).$$
Therefore
$$v=-\frac1\pi\left[k_F-\omega\sqrt\pi\,\operatorname{erf}\frac{k_F}{\omega}+\frac{\omega^2}{k_F}\left(1-e^{-k_F^2/\omega^2}\right)\right].$$
At $n=0.07$ and $\omega=0.2$ this gives $-0.302990$ hartree. A numerical density derivative of the exchange energy, computed from the real-space exchange hole, gives $-0.302988$ hartree.

## What equal gaps require

Let $e_v,e_c$ be the starting edges and define
$$D_i(\omega)=\langle i|K(\omega)-v(\omega)|i\rangle .$$
To first order in the added operator, with no crossing of bands at the edges,
$$E_v=e_v+\alpha D_v,\qquad E_c=e_c+\alpha D_c .$$
If the gap must open by $\Delta$, subtraction gives $\alpha(D_c-D_v)=\Delta$, so
$$\alpha(\omega)=\frac{\Delta}{D_c-D_v},\qquad E_v=e_v+\Delta\,\frac{D_v}{D_c-D_v}.$$
The fit has removed $\alpha$, but the valence edge still depends on $\omega$. Differentiating the fraction,
$$\frac{dE_v}{d\omega}=\Delta\,\frac{D_v'(D_c-D_v)-D_v(D_c'-D_v')}{(D_c-D_v)^2}
=\Delta\,\frac{D_v'D_c-D_vD_c'}{(D_c-D_v)^2},$$
because the two terms $D_vD_v'$ cancel. For nonzero $D_c$ the numerator is $D_c^2\,(D_v/D_c)'$. At this order the edges stay fixed along the equal-gap curve if and only if $D_v/D_c$ does not change with $\omega$. Nothing in the gap condition enforces that.

The same formula limits the effect. If $D_v<0<D_c$, the valence edge carries the share
$$s=\frac{-D_v}{D_c-D_v},\qquad 0<s<1,$$
of the opening, and $E_v=e_v-s\Delta$. Two equal-gap choices then differ in $E_v$ by $\Delta$ times the difference of their shares, which is less than $\Delta$ in magnitude. Showing that the inference is invalid does not show that the resulting error is large. The sign condition holds for every $\omega$ in the table below, but it is not general. At very short range the Fock element of the conduction edge in the same crystal exceeds the local one in magnitude, so $D_c<0$, $s>1$, and the bound no longer applies.

## Why the two corrections change differently

Consider small $\omega$. The long-range kernel is
$$\frac{\operatorname{erf}(\omega r)}r=\frac{2\omega}{\sqrt\pi}\left(1-\frac{\omega^2r^2}{3}+\cdots\right).$$
In an insulator the one-spin density matrix $P(\mathbf r,\mathbf r')$ decays with distance, so the expansion may be used when $1/\omega$ is much longer than that decay length. Since $P$ projects on the occupied states, the leading long-range Fock energy is $-2\omega/\sqrt\pi$ for an occupied state and zero for an empty one. Taking the long-range part out of the full operator reverses the sign: the short-range Fock energy rises by $2\omega/\sqrt\pi$ for the valence state and is unchanged for the conduction state.

The local potential treats both states alike. For $\omega\ll k_F$ the error function tends to one and the exponential to zero, so
$$v\simeq-\frac{k_F}{\pi}+\frac{\omega}{\sqrt\pi}-\frac{\omega^2}{\pi k_F}.$$
Subtracting the leading local slope from the Fock slopes gives
$$D_v'\simeq\frac{2-1}{\sqrt\pi}=\frac1{\sqrt\pi},\qquad D_c'\simeq\frac{0-1}{\sqrt\pi}=-\frac1{\sqrt\pi}.$$
The gap correction $D_c-D_v$ therefore falls as $\omega$ grows, and $\alpha$ must rise to keep the gap. Inserting these slopes in the edge derivative,
$$\frac{dE_v}{d\omega}\simeq\frac{\Delta}{\sqrt\pi}\,\frac{D_c+D_v}{(D_c-D_v)^2}.$$
In this limit the edges are stationary when $D_c=-D_v$, that is, when the exchange correction opens the gap symmetrically.

The next Fock terms show when the limit is reached. The kernel $|\mathbf r-\mathbf r'|^2P(\mathbf r,\mathbf r')$ represents $\sum_a(r_a^2P-2r_aPr_a+Pr_a^2)$. For an empty state the outer terms vanish because $P|c\rangle=0$, and the expectation value is $-2R_c^2$ with $R_c^2=\sum_a\|Pr_a|c\rangle\|^2$. For an occupied state it is $+2R_v^2$ with $R_v^2=\sum_a\|(1-P)r_a|v\rangle\|^2$. In a crystal these are interband position elements, which remain finite in an insulator. With the factor $-\omega^2/3$ and the minus sign of exchange, the short-range Fock energies change by
$$\text{valence: }\frac{2\omega}{\sqrt\pi}-\frac{4\omega^3R_v^2}{3\sqrt\pi},\qquad
\text{conduction: }+\frac{4\omega^3R_c^2}{3\sqrt\pi}.$$
The valence slope should thus lie below 2, and the conduction slope above 0, in units of $1/\sqrt\pi$.

## The limit of very short range

At the opposite end, put $x=k_F/\omega\ll1$. The bracket in $v$ becomes
$$\omega\left[x-\left(2x-\frac{2x^3}{3}\right)+\left(x-\frac{x^3}{2}\right)+\cdots\right]=\frac{\omega x^3}{6}+\cdots ,$$
so $v\to-k_F^3/(6\pi\omega^2)=-\pi n/(2\omega^2)$.

For the Fock operator, the volume integral of the kernel is
$$4\pi\int_0^\infty r\operatorname{erfc}(\omega r)\,dr=\frac{\pi}{\omega^2},$$
and the kernel acts as a contact interaction of this strength. Exchange involves electrons of one spin, with density $n/2$, which again gives $-\pi n/(2\omega^2)$. The two operators agree at order $\omega^{-2}$, and their difference is smaller still. At $\omega=20$ in atomic units, the ratio of the Fock to the local matrix element in the crystal below is 1.0004 for the valence edge and 1.0001 for the conduction edge.

An equal-gap curve therefore cannot be continued to arbitrary $\omega$ at reasonable $\alpha$. As both $D_v$ and $D_c$ vanish, the required fraction grows without bound in the first-order formula.

## An explicit equal-gap pair

The test crystal is a rocksalt model with lattice constant 0.405 nm and four filled bands. Its potential is a sum of Gaussian wells $-Ae^{-r^2/2\sigma^2}$, with $A=150$ eV and $\sigma=0.058$ nm on the anions, and $A=64.72$ eV and $\sigma=0.070$ nm on the cations. The cation depth was set to give a starting gap of 4.0 eV. The target is 5.8 eV, hence $\Delta=1.8$ eV. Both edges lie at $\Gamma$, with $e_v=5.998$ eV and $e_c=9.998$ eV.

At fixed density, on a $4\times4\times4$ mesh of wave vectors, diagonalization in a set of low-lying bands gives:

| $\omega$ (nm$^{-1}$) | $\alpha$ | $E_v$ (eV) | $E_c$ (eV) |
|---|---|---|---|
| 1 | 0.207 | 4.632 | 10.432 |
| 2 | 0.244 | 4.573 | 10.373 |
| 3 | 0.283 | 4.533 | 10.333 |
| 4 | 0.327 | 4.505 | 10.305 |

Every row has a gap of 5.800 eV, and no two rows have the same edges. Between $\omega=2$ and 4 nm$^{-1}$ both edges fall by 0.068 eV.

The first-order formula reproduces this. At 2 nm$^{-1}$, $D_v=-5.874$ eV and $D_c=1.533$ eV, so
$$\alpha=\frac{1.8}{1.533+5.874}=0.2430,\qquad E_v=5.998-0.2430\times5.874=4.57\ \text{eV}.$$
At 4 nm$^{-1}$, $D_v=-4.580$ eV and $D_c=0.937$ eV, so
$$\alpha=\frac{1.8}{0.937+4.580}=0.3263,\qquad E_v=5.998-0.3263\times4.580=4.50\ \text{eV}.$$
With unrounded inputs the two first-order edges are 4.570 and 4.503 eV, against 4.573 and 4.505 eV from diagonalization.
Over the four rows, the first-order valence edge differs from the diagonalized one by at most 0.004 eV. Band mixing is not the source of the shift.

The sign can be read from the same numbers. From 2 to 4 nm$^{-1}$, $|D_v|$ falls by 22%, while $D_c$ falls by 39%. The conduction edge contributes a smaller part of the opening, and the valence share rises from 0.793 to 0.830. Multiplying the difference, 0.037, by 1.8 eV gives 0.067 eV, the first-order downward shift; diagonalization gives 0.068 eV.

The small-$\omega$ analysis is only partly reached here. Between 1 and 2 nm$^{-1}$, in units of $1/\sqrt\pi$, the slopes are:

| | Fock | local | $D$ |
|---|---|---|---|
| valence | 1.892 | 0.947 | 0.945 |
| conduction | 0.201 | 0.889 | −0.688 |

On this mesh the conduction correction falls by about a third less than the limiting law says. Of the shortfall of 0.312, the Fock part supplies 0.201 and the local part 0.111. The Fock figures are not converged: the factor $e^{-Q^2/4\omega^2}$ has a width of about $2\omega$, here 2 to 4 nm$^{-1}$, while neighbouring wave vectors of the mesh are 6.7 nm$^{-1}$ apart. They show the direction of the deviation, not its exact size.

The local part can be checked by hand. The expansion of $v$ gives a finite-difference slope $1-(\omega_1+\omega_2)/(\sqrt\pi k_F)$. The conduction state sees a mean local $k_F$ of 18.07 nm$^{-1}$, which gives $1-3/(1.772\times18.07)=0.906$. The computed value is slightly lower, as expected, since the average of $1/k_F$ exceeds the inverse of the average. Between 0.05 and 0.10 nm$^{-1}$ the local slopes are 0.997 and 0.994, so this part does approach its limit. The two Fock deviations have the signs of the cubic terms derived above. Agreement in sign does not show that the cubic terms suffice. Higher powers of $\omega$ also enter at these values, so the cubic terms should not be used here to predict the size of the deviations.

## Does the shift survive relaxation?

The author could object that a real hybrid calculation lets the density respond. On a coarser $2\times2\times2$ mesh of wave vectors, the fixed-density shift between the same two values of $\omega$ is $-0.088$ eV, compared with $-0.068$ eV on the $4\times4\times4$ mesh. With density and orbitals made self-consistent on the coarse mesh, and $\alpha$ refitted to 5.8 eV, the result is

- $\omega=2$ nm$^{-1}$, $\alpha=0.225$: $E_v=4.773$ eV;
- $\omega=4$ nm$^{-1}$, $\alpha=0.316$: $E_v=4.697$ eV.

These values of $\alpha$ and $E_v$ belong to the coarse mesh and should not be set against the table above; their difference from it mixes mesh and relaxation. Only the shifts are compared. The shift is $-0.076$ eV. Relaxation changes it by 0.012 eV and the mesh by 0.020 eV; neither changes its sign. In this model the shift is several hundredths of an electronvolt, and its third decimal has no significance.

The relaxed comparison has a weaker reference than the fixed-density one. The cell average of the electrostatic potential was held at its starting value, whereas a changed density could also alter the potential step at a surface or interface. That change was not computed. The response of the correlation potential was also left out.

## What this means for a gate stack

Suppose the line-up between the average potentials of oxide and silicon is held fixed, and that the silicon edges are also fixed relative to their own average potential, so that only the oxide calculation changes. In the fixed-density table, passing from $\omega=2$ to 4 nm$^{-1}$ lowers both oxide edges by about 0.07 eV. The electron barrier, from the silicon conduction edge up to that of the oxide, falls by about 0.07 eV. The hole barrier, from the silicon valence edge down to that of the oxide, rises by the same amount. Their sum is unchanged, which is why a gap measurement cannot detect the difference. At 300 K, where the thermal energy is 0.0259 eV, the Boltzmann factor for emission over the electron barrier changes by $e^{0.07/0.0259}$, a factor of order ten. That factor applies to over-barrier emission alone; tunnelling through a thin oxide follows a different law.

The model is placed roughly in the regime of hafnium dioxide. Its volume per anion, $0.405^3/4=0.0166$ nm$^3$, and its target gap are of the right size for that oxide. The wells are not those of real ions. In particular, the conduction edge of hafnium dioxide has hafnium $d$ character, which this local potential was not built to reproduce, so $D_c$ and the shift may differ there by an amount the model cannot supply. Real stacks also break the assumption of a fixed line-up. Interface dipoles can move barriers by some tenths of an electronvolt, a rough figure, and would then outweigh the shift found here. The starting gap is sensitive to structure as well: in the model, a lattice larger by 0.2%, with unchanged wells, raises it by 0.049 eV. That figure gives a scale only. Its sign belongs to the fixed wells; in a real rocksalt oxide such as MgO the gap narrows as the lattice expands.

## What the argument may claim

The fitted calculation supports a statement about the gap. It supports a statement about the edges only if an edge-sensitive quantity, such as an ionization energy or a measured band offset, is also reproduced with a known electrostatic reference.

Adding that quantity as a second fitting target may still fail. Over the range from 1 to 4 nm$^{-1}$, the valence edges in the fixed-density table run from 4.632 down to 4.505 eV. A finer mesh would move these limits by some hundredths of an electronvolt, so the window is roughly 0.1 eV wide. If the true edge lay 0.3 eV outside that window, no pair $(\alpha,\omega)$ in the range would give both the gap and the edge at fixed density. The discrepancy would then have to be sought elsewhere: in the starting functional, in the density, or in correlation effects that this operator does not contain.

I would therefore ask the author to report the edges for at least two equal-gap choices of $(\alpha,\omega)$, with the reference potential stated. Their spread measures the sensitivity to this one choice. It is not an estimate of the total error, since all the choices share the same starting functional. The full numerical output follows.

## Computed values

```
lattice constant 0.405 nm
anion well depth 150 eV, width 0.058 nm
cation well depth 64.72 eV, width 0.070 nm
plane-wave cutoff 400 eV; main k mesh 4x4x4
starting gap 4.000 eV; target 5.800 eV
starting gap on whole mesh 4.000 eV
starting valence edge 5.998 eV at Gamma
starting conduction edge 9.998 eV at Gamma
fixed density: omega 1/nm, alpha, E_v eV, E_c eV, gap eV
  1.0  0.2074  4.632  10.432  5.800
  2.0  0.2440  4.573  10.373  5.800
  3.0  0.2830  4.533  10.333  5.800
  4.0  0.3266  4.505  10.305  5.800
first order: omega 1/nm, D_v eV, D_c eV, alpha, E_v eV
  1.0  -6.642  2.092  0.2061  4.629
  2.0  -5.874  1.533  0.2430  4.570
  3.0  -5.194  1.180  0.2824  4.531
  4.0  -4.580  0.937  0.3263  4.503
largest first-order error in E_v 0.004 eV
E_v shift, omega 2 to 4 1/nm: -0.068 eV
E_c shift, omega 2 to 4 1/nm: -0.068 eV
slopes in omega, units 1/sqrt(pi): valence, conduction
  D, 1 to 2 1/nm: 0.945, -0.688
  Fock part, 1 to 2 1/nm: 1.892, 0.201
  local part, 1 to 2 1/nm: 0.947, 0.889
  local part, 0.05 to 0.10 1/nm: 0.997, 0.994
mean local k_F seen: v 35.85, c 18.07 1/nm
contact Fock/local: v 1.0004, c 1.0001
gas v_SR closed -0.302990, numeric -0.302988 hartree
same E_v shift on 2x2x2 mesh, fixed density -0.088 eV
self-consistent 2x2x2: omega 1/nm, alpha, E_v eV, E_c eV
  2.0  0.2248  4.773  10.573
  4.0  0.3158  4.697  10.497
self-consistent E_v shift -0.076 eV
starting-gap change, cutoff 400 to 550 eV: 0.0016 eV
starting-gap change, lattice +0.2 percent: 0.0494 eV
thermal energy at 300 K 0.0259 eV
```
